# Why negative Landau curvature does not destabilize an Ising wall

## Question

I am modelling a planar 180-degree wall in a uniaxial ferroelectric. The polarization \(P(x)\) points along an axis in the wall plane, \(x\) is the wall normal, and the energy per wall area is

\[
F[P]=\int\left[f(P)+\frac g2\left(\frac{dP}{dx}\right)^2\right]dx,\qquad g>0,
\]

with \(f=\tfrac a2P^2+\tfrac b4P^4\) plus a constant, \(a<0\), \(b>0\).

At the wall centre \(P=0\), so \(f''(0)=a<0\). The material there sits on top of the double-well barrier. A uniform state with \(P=0\) is unstable for just this reason, so I would expect the middle of the wall to be unstable as well. Yet when I relax the profile numerically, the wall stays.

Is the wall really stable, or is my relaxation too short? If it is stable, does that depend on the tanh profile of the quartic potential, or is there an argument for any monotone static wall?

## Answer

The wall is stable against small changes of \(P\), apart from a rigid shift, which costs nothing. The tanh form is not needed. Boundary conditions do matter, however: the argument below is for a wall on a long line, with perturbations that vanish far away. With free ends at any finite distance, the wall is strictly speaking unstable, though the instability fades rapidly as the ends move away.

### What has to be positive

Write \(P=P_0+\varepsilon\eta\), where \(P_0(x)\) is the static wall and \(\eta(x)\) has finite energy and vanishes at infinity. Primes on \(f\) mean derivatives with respect to \(P\); primes on \(P_0\) and \(\eta\) mean derivatives with respect to \(x\). The first-order term is

\[
\varepsilon\int\left[f'(P_0)\eta+gP_0'\eta'\right]dx
=\varepsilon\int\left[f'(P_0)-gP_0''\right]\eta\,dx ,
\]

after integration by parts. It vanishes for every \(\eta\) if

\[
gP_0''=f'(P_0). \tag{1}
\]

The second-order term is \(\tfrac12\varepsilon^2\,\delta^2F\), with

\[
\delta^2F=\int\left[g\eta'^2+f''(P_0)\eta^2\right]dx=\int\eta\,L\eta\,dx,\qquad
L=-g\frac{d^2}{dx^2}+f''(P_0). \tag{2}
\]

Stability concerns the sign of this whole integral, not the sign of \(f''\) at one point. In a uniform state with \(P=0\), a perturbation can be made so broad that its gradient cost is negligible, and \(a<0\) then decides. In a wall, a broad perturbation reaches into the domains, where \(f''>0\), and a narrow one pays a large gradient energy. To show that the sum can never be negative, we need more than this competition.

### The factorization

Let \(P_0\) be a non-constant monotone solution of (1), joining two equal minima of a smooth \(f\), with \(f''>0\) at both. Take it as increasing; otherwise reverse \(x\). Set \(w=P_0'\ge0\). Differentiating (1) gives

\[
gw''=f''(P_0)\,w,\qquad\text{that is,}\qquad Lw=0. \tag{3}
\]

This expresses translation symmetry: \(P_0(x+\varepsilon)=P_0+\varepsilon w+\dots\) has the same energy as \(P_0\).

We want to divide by \(w\), so it must have no zero. Suppose \(w(x_0)=0\) at a finite \(x_0\). Since \(w\ge0\), this is a minimum of \(w\), so \(w'(x_0)=0\) too. But (3) is a linear second-order equation, and its solution with zero value and zero slope at one point is zero everywhere. Then \(P_0\) would be constant, contrary to assumption. Hence \(w>0\).

Now replace \(f''(P_0)\) by \(gw''/w\) and expand a square:

\[
g\left(\eta'-\frac{w'}w\eta\right)^2
=g\eta'^2-2g\frac{w'}w\eta\eta'+g\frac{w'^2}{w^2}\eta^2 .
\]

Also, by the product rule,

\[
\frac{d}{dx}\left(g\frac{w'}w\eta^2\right)
=2g\frac{w'}w\eta\eta'+g\frac{w''}w\eta^2-g\frac{w'^2}{w^2}\eta^2 .
\]

On adding the two lines, the cross terms cancel and so do the \(w'^2/w^2\) terms. What remains is

\[
g\eta'^2+f''(P_0)\eta^2
=g\left(\eta'-\frac{w'}w\eta\right)^2+\frac{d}{dx}\left(g\frac{w'}w\eta^2\right). \tag{4}
\]

The total derivative integrates to boundary values. To see that they vanish, multiply (1) by \(P_0'\) and integrate, using \(P_0'\to0\) in the domains:

\[
\frac g2P_0'^2=f(P_0)-f_{\min}. \tag{5}
\]

Let \(\delta\) be the small distance of \(P_0\) from a minimum where \(f''=k>0\). Then (5) gives \(P_0'\simeq|\delta|\sqrt{k/g}\), while (1) gives \(P_0''\simeq k\delta/g\). Their ratio \(w'/w\) tends to \(\pm\sqrt{k/g}\), which is finite. Since \(\eta\to0\), the boundary term vanishes, and

\[
\boxed{\;\delta^2F=g\int\left(\eta'-\frac{P_0''}{P_0'}\eta\right)^2dx
=g\int P_0'^2\left[\frac{d}{dx}\left(\frac{\eta}{P_0'}\right)\right]^2dx\ \ge0.\;} \tag{6}
\]

Equality requires \(\eta/P_0'\) to be constant, which is an infinitesimal rigid shift. In operator form, \(L=A^\dagger A\) with \(A=\sqrt g\,(d/dx-w'/w)\).

### The negative region is necessary

Multiply (3) by \(w\) and integrate by parts:

\[
\int f''(P_0)P_0'^2\,dx=-g\int P_0''^2\,dx<0. \tag{7}
\]

Every wall of this class therefore contains a region with \(f''<0\). It need not lie at the centre. As an example, take \(u=P/P_s\), where \(\pm P_s\) are the domain polarizations, and \(f=f_0(1-u^2)^2(0.2+u^2)\) with \(f_0=50\) MJ/m³ and \(P_s=50\) μC/cm². The state \(P=0\) is now metastable, with \(f''(0)=+24\) kV cm/μC, but elsewhere in the wall \(f''\) falls to \(-53.8\) kV cm/μC. This unit of curvature means kV/cm of field per μC/cm² of polarization, and equals \(10^7\) V m/C.

### Your quartic wall

With its minimum set to zero, \(f=\tfrac b4(P^2-P_s^2)^2\) and \(P_s^2=|a|/b\). Equation (5) becomes

\[
P_0'=\sqrt{\frac b{2g}}\,(P_s^2-P_0^2),\qquad
P_0=P_s\tanh\frac x\xi,\qquad \xi^2=\frac{2g}{bP_s^2}=\frac{2g}{|a|}.
\]

By (5), the potential and gradient parts of the wall energy are equal, so

\[
\sigma=g\int P_0'^2dx=g\int_{-P_s}^{P_s}P_0'\,dP
=\frac g{\xi P_s}\int_{-P_s}^{P_s}(P_s^2-P^2)\,dP=\frac{4gP_s^2}{3\xi}.
\]

I choose \(a=-8\times10^8\) V m/C, or \(-80\) kV cm/μC, \(P_s=50\) μC/cm² and \(g=10^{-10}\) J m³/C². Then

\[
\xi=\sqrt{\frac{2\times10^{-10}}{8\times10^8}}\ \text{m}=0.50\ \text{nm},\qquad
\sigma=\frac{4(10^{-10})(0.5)^2}{3(5\times10^{-10})}\ \text{J/m}^2=66.7\ \text{mJ/m}^2 .
\]

The curvature \(f''(P_0)=|a|(3\tanh^2(x/\xi)-1)\) is negative over a width \(2\xi\,\text{artanh}(1/\sqrt3)=0.66\) nm. A perturbation confined to that width has a gradient cost, per \(\int\eta^2dx\), of at least \(g\pi^2/(0.658\ \text{nm})^2=228\) kV cm/μC. The curvature can return at most 80.

Perturbations that spill out are the more delicate case. For \(\eta\propto e^{-x^2/2w_G^2}\), the mean of \(x^2\) weighted by \(\eta^2\) is \(w_G^2/2\), so the gradient part per \(\int\eta^2dx\) is \(g/(2w_G^2)\). The parts, in kV cm/μC, are:

| \(w_G\) (nm) | Curvature | Gradient | Sum |
|---|---:|---:|---:|
| 0.25 | −55.6 | 80.0 | 24.4 |
| 0.40 | −30.5 | 31.3 | 0.7 |
| 1.00 | 44.8 | 5.0 | 49.8 |

The middle row nearly cancels because that Gaussian is almost a rigid shift. The spectrum of \(L\) makes this quantitative.

### How stiff are the other deformations?

Put \(y=x/\xi\). Since \(g/\xi^2=|a|/2\),

\[
L=\frac{|a|}2\left[-\frac{d^2}{dy^2}+4-6\,\text{sech}^2y\right].
\]

The bracket is \(B_2^\dagger B_2\), where \(B_n=d/dy+n\tanh y\). Direct multiplication gives

\[
B_n^\dagger B_n=-\frac{d^2}{dy^2}+n^2-n(n+1)\text{sech}^2y,\qquad
B_nB_n^\dagger=-\frac{d^2}{dy^2}+n^2-n(n-1)\text{sech}^2y .
\]

The two orders of a product share their non-zero levels. Here \(B_2B_2^\dagger=B_1^\dagger B_1+3\), whose lowest state \(\text{sech}\,y\) has level 3. Reversing once more gives \(B_1B_1^\dagger+3=-d^2/dy^2+4\), which has no bound state and a continuum from 4. The levels of \(L\) are therefore 0, \(3|a|/2=120\) kV cm/μC (\(1.2\times10^9\) V m/C), and a continuum from \(2|a|=160\) kV cm/μC.

Any perturbation orthogonal to the shift thus costs at least 120 per \(\int\eta^2dx\). If a fraction \(p\) of the norm of the 0.40 nm Gaussian lies outside the shift mode, then \(120\,p\le0.72\), so \(p\le0.6\%\).

### Where the conclusion fails

**Free ends.** Put the wall in the middle of a slab whose faces are parallel to it, with the natural condition \(P'=0\) on both faces. A monotone static wall exists for the thicknesses below, but \(w=P_0'\) vanishes at the faces, so \(w'/w\) diverges there and the boundary term in (4) cannot be dropped.

The sign follows from a trial function. Setting \(\eta=w\) gives \(\delta^2F=[gww']+\int wLw\,dx=0\), so the lowest free-end level is at most zero. If it were zero, \(w\) would be a minimizer and would obey the natural condition \(w'=0\) at the faces. Together with \(w=0\) there, this would make \(w\) zero everywhere. The lowest level is therefore negative. Its mode has one sign throughout, so it moves the wall towards one face.

For my parameters the level is \(-2.6\) kV cm/μC in a 2 nm slab and \(-0.05\) in a 3 nm slab. If \(\eta\) is held at zero on the faces instead, the lowest level is zero, with \(w\) as its mode.

Reflecting the 2 nm slab in one face gives a 4 nm ring with two opposite walls. That profile is static but not monotone, and it has the same negative level, \(-2.6\) kV cm/μC. The result therefore does not extend to non-monotone profiles on a ring. On a long line, monotonicity is no extra restriction for a wall between neighbouring equal minima: by (5), \(P_0'\) can vanish only where \(f=f_{\min}\), so the profile cannot turn back on the way.

**A second polarization component.** Let \(P_t\) be the other component in the wall plane, with the energy \(\tfrac a2P_t^2+\tfrac q2P^2P_t^2\) to second order in \(P_t\). Giving it the same \(g\) and the same \(a\) as \(P\) is a simplifying assumption. Its operator is

\[
L_t=-g\frac{d^2}{dx^2}+a+qP_s^2-qP_s^2\,\text{sech}^2\frac x\xi .
\]

Equation (3) says nothing about \(L_t\). Try \(\psi=\text{sech}^{\nu}y\), for which \(\psi''=\nu^2\psi-\nu(\nu+1)\text{sech}^2y\,\psi\). It is an eigenfunction if \(\nu(\nu+1)=qP_s^2\xi^2/g\). Having no node, it is the lowest one, and its level is

\[
\lambda_t=a+qP_s^2-\nu^2\frac g{\xi^2}=a+\nu\frac g{\xi^2}=\frac{|a|}2(\nu-2).
\]

Stability needs \(\nu>2\), which means \(qP_s^2>6g/\xi^2=3|a|\), or \(q>3b\). The domains themselves need only \(a+qP_s^2>0\), or \(q>b\). For \(b<q<3b\), then, the domains are stable but the Ising wall is not: a second component starts to grow at its centre. Where the growth ends depends on the higher-order terms in \(P_t\). With a quartic term \(\tfrac b4P_t^4\) and no strain, \(P_t\) grows to the full \(P_s\) and the wall splits into two separating 90-degree walls. At \(q=2b\) the level is \(-17.5\) kV cm/μC; at \(q=4b\) it is \(+14.9\). In this setting, negative curvature at the centre can indeed win, but in a different direction of polarization space.

**A discrete lattice.** Replace the integral by a sum over planes a distance \(h\) apart, and \(P'\) by the difference between neighbouring planes divided by \(h\). Continuous translation is then no longer a symmetry, and (3) is lost. With \(h=0.4\) nm and the other parameters unchanged, the static wall centred between two planes has lowest level \(+7.6\) kV cm/μC. The one centred on a plane has \(-6.8\) and is unstable. Their energies differ by 0.42 mJ/m², or 0.6% of \(\sigma\). At \(h=0.3\) nm the difference is only 0.02 mJ/m².

### Comparison with real walls

My parameters are round numbers in the rough regime of a tetragonal perovskite ferroelectric at room temperature: a polarization of some tens of μC/cm² and a wall about a nanometre thick. Here \(2\xi=1\) nm is only 2.5 cells of 0.4 nm, so the continuum description is only approximate. For this ratio, \(\xi/h=1.25\), the simple lattice model above moves the zero level to about \(+8\) or \(-7\) kV cm/μC, while the next level stays high: 106 for the wall between planes and about 120 for the wall on a plane. The wall is thus pinned without losing its stiffness against changes of shape. The pinning grows steeply for thinner walls, however: with \(h=0.4\) nm and \(\xi=0.3\) nm at the same \(a\), the lowest level of the wall between planes is \(+66\), the next is 108, and the barrier is 16% of the wall energy. The figure of 0.6% should therefore not be read as typical of real perovskite walls, and for walls about one cell thick the shift is no longer a soft mode.

Strain does not upset the proof for perturbations that depend on \(x\) alone. The domains fix the two in-plane strains, and the normal stress is zero. With electrostriction coefficients \(Q_{11}\) and \(Q_{12}\), the in-plane misfits are \(Q_{11}(P_s^2-P^2)\) and \(Q_{12}(P_s^2-P^2)\). For an elastically isotropic medium with Young's modulus \(Y\) and Poisson ratio \(\nu_P\), the plane-stress energy is

\[
\frac{Y}{2(1-\nu_P^2)}\left(Q_{11}^2+Q_{12}^2+2\nu_PQ_{11}Q_{12}\right)(P^2-P_s^2)^2 .
\]

This is again a local function of \(P\), so it can be absorbed in \(f\). It changes both the \(P^2\) and the \(P^4\) coefficients while leaving \(P_s\) unchanged, and I take \(a\) and \(b\) to include it. With rough values \(Y=150\) GPa, \(\nu_P=0.3\), \(Q_{11}=0.09\) and \(Q_{12}=-0.03\) m⁴/C², it supplies 38 of the 50 MJ/m³ barrier. It should not be added a second time. The same strain acts differently on the second component \(P_t\), because \(Q_{11}\) and \(Q_{12}\) exchange roles. The two components then no longer share one \(a\), and the threshold \(q=3b\) found above for equal \(a\) should not be applied to such a strained wall. Perturbations that vary within the wall plane make the strain problem nonlocal, and the proof above does not cover them.

At the wall, thermal fluctuations come mainly from the cheap shift mode: on a 0.4 nm lattice at 300 K it supplies about 80% of the variance of \(P\) at the centre, and none in the domains. Let the wall position vary slowly over a square of side \(\ell\), with isotropic stiffness \(\sigma\). A mode of wavevector \(\mathbf k=2\pi\mathbf n/\ell\) then has mean-square amplitude \(k_BT/(\sigma k^2\ell^2)\), and summing over modes gives

\[
\langle X^2\rangle=\frac{k_BT}{4\pi^2\sigma}\sum_{\mathbf n\ne0}\frac1{n^2}.
\]

For \(\ell=100\) nm, 300 K and a 0.4 nm cutoff, the root-mean-square displacement is about 0.2 nm, less than the wall thickness. This estimate leaves out pinning and the depolarizing field of a wall that bends along the polar axis, both of which resist the motion.

So if the ends of your box are far from the wall, its survival is not a sign of too short a relaxation. With free ends at a finite distance, an off-centre wall is drawn slowly towards the nearer face, which a short run could miss. A wall started exactly in the middle can stay there by symmetry, and a coarse grid can pin the wall and stop the drift. If you want to test the stability, start from \(P_0+\varepsilon\eta\) with the ends far away: the shape should recover, while the wall may settle at a slightly different position. On a numerical grid, a weak preference for certain positions is the lattice effect described above. The numerical output below lists the main values used here.

## Computed values

```
INPUTS AND WALL
a = -8.000e+08 V m/C = -80.0 kV cm/uC
b = 3.200e+09 J m^5/C^4, g = 1.00e-10 J m^3/C^2
Ps = 50.0 uC/cm2, xi = 0.500 nm
barrier f(0)-f(Ps) = 50.0 MJ/m3
THREE POTENTIALS (curvatures and levels in kV cm/uC)
quartic: f'' at P=0 -80.0, least f'' -80.0
  |lowest level| 6.9e-08, identity mismatch 2.1e-06
sextic: f'' at P=0 24.0, least f'' -53.8
  |lowest level| 3.4e-08, identity mismatch 5.5e-05
skewed: f'' at P=0 -80.0, least f'' -92.8
  |lowest level| 1.1e-07, identity mismatch 7.6e-06
QUARTIC WALL
wall energy = 66.67 mJ/m2
second level = 120.00 kV cm/uC = 1.200e+09 V m/C
continuum edge 2|a| = 160.0 kV cm/uC
first level above edge in box = 160.9 kV cm/uC
width of negative region = 0.658 nm
gradient cost if confined there >= 227.6 kV cm/uC
lowest confined level = 160.0 kV cm/uC
GAUSSIAN PERTURBATIONS exp(-x^2/2w^2), per norm, kV cm/uC
w=0.25 nm: curvature -55.64, gradient 80.00, sum 24.36
w=0.40 nm: curvature -30.53, gradient 31.25, sum 0.72
w=1.00 nm: curvature 44.79, gradient 5.00, sum 49.79
FREE ENDS: monotone static wall in a thin slab
2 nm: free -2.585, |clamped| 4.4e-13 kV cm/uC
ring of 4 nm with two walls: -2.585 kV cm/uC
3 nm: free -0.047, |clamped| 4.8e-11 kV cm/uC
SECOND IN-PLANE COMPONENT, coupling q, equal g
q = 2 b: lowest level -17.538 kV cm/uC
q = 3 b: lowest level 0.000 kV cm/uC
q = 4 b: lowest level 14.891 kV cm/uC
LATTICE PINNING
cell 0.4 nm: barrier 0.4225 mJ/m2 (0.634 % of wall energy)
  lowest level: bond 7.556, site -6.807 kV cm/uC
cell 0.3 nm: barrier 0.0192 mJ/m2 (0.029 % of wall energy)
  lowest level: bond 0.609, site -0.603 kV cm/uC
TEMPERATURE AND STRAIN
kT at 300 K = 25.9 meV, wall energy per cell = 66.6 meV
rms wandering, 100 nm square = 0.230 nm
Young 150 GPa, Poisson 0.3, Q11 0.09, Q12 -0.03 m4/C2
elastic part of barrier = 38.0 MJ/m3 (76 %)
```
